# The scalar-relativistic radial exponent at a point nucleus, derived in two ways, part 2

We seek the power $r^s$ with which the scalar-relativistic large radial function $P$ starts at a point nucleus:
$$P\sim r^{s},\qquad s=\sqrt{l(l+1)+1-\frac{Z^2}{c^2}} . \tag{2}$$
Hartree atomic units are used; $E$ excludes the rest energy, and $2c^2+E>0$. Here $R=P/r$, $Q$ is the small radial function, $V=-Z/r+w$, $\zeta=Z/c$, $M=1+(E-V)/(2c^2)$ and $\theta=r\,d/dr$. For orbital quantum number $l$, $\kappa=-(l+1)$ or, for $l\ge1$, $\kappa=l$. The average $\langle\cdot\rangle$ runs over the shell's $2(2l+1)$ spin-orbitals, $2|\kappa|$ for each $\kappa$, and $\langle\kappa+1\rangle=0$.

Eliminating $Q$ from the Dirac pair gives
$$P''-\frac{M'}{M}\left(P'+\frac{\kappa}{r}P\right)-\left[\frac{l(l+1)}{r^2}+2M(V-E)\right]P=0 . \tag{16}$$
The scalar equation replaces $\kappa$ by $-1$ in the mass-gradient term.

The first derivation inserted $P=r^s(1+a_1r+\dots)$ in the scalar equation. For $w=0$ it found
$$b=\frac{Z}{2c^2+E}, \tag{9}$$
$$2M(V-E)=-2\left(E+\frac Zr\right)-\frac{1}{c^2}\left(E+\frac Zr\right)^2$$
$$=-\frac{\zeta^2}{r^2}-\frac{2Z}{r}\left(1+\frac{E}{c^2}\right)-2E-\frac{E^2}{c^2}, \tag{11}$$
$$(2s+1)\,a_1=\frac{s-1}{b}-2Z\left(1+\frac{E}{c^2}\right). \tag{13}$$
The local exponent is
$$p(r)=\frac{d\ln P}{d\ln r}=s+a_1r+O(r^2). \tag{14}$$
The norm excludes $r^{-s}$ for $s\ge\tfrac12$; for $0<s<\tfrac12$ a boundary condition does.

The second derivation starts from the Dirac pair as $r\to0$:
$$\theta\begin{pmatrix}P\\Q\end{pmatrix}=A_\kappa\begin{pmatrix}P\\Q\end{pmatrix},\qquad
A_\kappa=\begin{pmatrix}-\kappa&\zeta\\-\zeta&\kappa\end{pmatrix}. \tag{17}$$
$$\theta^2P=(\kappa^2-\zeta^2)\,P . \tag{18}$$
The Dirac exponents are $\pm\gamma$, with $\gamma=\sqrt{\kappa^2-\zeta^2}$. Averaging for one common $P$ gives
$$\langle\kappa^2\rangle=l(l+1)+1 , \tag{20}$$
$$\theta^2P=\left[l(l+1)+1-\zeta^2\right]P=s^2P . \tag{21}$$

The example is tungsten, $Z=74$, with $c=137.036$.

### Why this average gives the scalar equation

Equation (21) was obtained by taking the limit $r\to0$ first and averaging afterwards. The scalar equation has its spin-orbit term removed at every $r$. To see that the two agree, multiply (16) by $r^2$ and use $r^2P''=\theta^2P-\theta P$:
$$\theta^2P-\theta P-\frac{rM'}{M}(\theta P+\kappa P)-\left[l(l+1)+2Mr^2(V-E)\right]P=0 . \tag{22}$$
At fixed $l$ and for a common $P$, this is linear in $\kappa$. Since $\langle\kappa+1\rangle=0$, its average replaces $\kappa$ by $-1$, which is the scalar equation. In the limit $r\to0$, $rM'/M\to-1$ and $2Mr^2(V-E)\to-\zeta^2$, so (22) becomes
$$\theta^2P+\kappa P-l(l+1)P+\zeta^2P=0 .$$
Because $l(l+1)-\kappa=\kappa(\kappa+1)-\kappa=\kappa^2$, this is (18). An average over finitely many spin-orbitals may be exchanged with the limit, and both orders lead to (21).

The place of the average matters. Averaging the first-order pair (17) instead would put $\langle\kappa\rangle=-1$ into $A_\kappa$ and give $s^2=1-\zeta^2$ for every $l$. The centrifugal term would be lost, because it arises as the product $\kappa(\kappa+1)$ when $Q$ is eliminated.

### From the leading equation to the solution

It remains to show that the corrections to (21) do not change the exponent. Assume that $w$ and $rw'$ are bounded near $r=0$; a power series for $w$ is not needed. Inserting $V=-Z/r+w$ gives
$$\frac{rM'}{M}=-\frac{Z+r^2w'}{Z+r(2c^2+E-w)}=-1+r\,m(r),$$
$$2Mr^2(V-E)=-\zeta^2+r\,n(r),$$
with bounded functions $m$ and $n$. Let $D=\theta P$. Equation (22) with $\kappa=-1$ then reads
$$\theta D=D+(-1+rm)(D-P)+\left[l(l+1)-\zeta^2+rn\right]P=s^2P+r\,h, \tag{23}$$
where $h=m(D-P)+nP$. Take $s>0$ and separate the two powers by
$$P=r^s(\alpha+\beta),\qquad D=s\,r^s(\alpha-\beta).$$
For the combination $r^s\alpha=(P+D/s)/2$, equation (23) gives $\theta(r^s\alpha)=s\,r^s\alpha+rh/(2s)$. For $r^s\beta=(P-D/s)/2$ it gives $\theta(r^s\beta)=-s\,r^s\beta-rh/(2s)$. With $\tilde h=r^{-s}h$ this means
$$\alpha'=\frac{\tilde h}{2s},\qquad \beta'+\frac{2s}{r}\beta=-\frac{\tilde h}{2s}.$$
The solution with $\alpha\to1$ and bounded $\beta$ satisfies
$$\alpha=1+\frac1{2s}\int_0^r\tilde h\,dt,\qquad
\beta=-\frac{r^{-2s}}{2s}\int_0^rt^{2s}\,\tilde h\,dt . \tag{24}$$
Since $\tilde h$ is linear in $\alpha$ and $\beta$ with bounded coefficients, $|\tilde h|\le k(|\alpha|+|\beta|)$ for some constant $k$. A change in $(\alpha,\beta)$ of size $\delta$, measured by the largest value of $|\alpha|+|\beta|$ on the interval, changes the right sides of (24) by at most $(kr/2s)\,[1+1/(2s+1)]\,\delta<(kr/s)\,\delta$. For $r<s/k$ repeated insertion converges to one solution, with $\alpha=1+O(r)$ and $\beta=O(r)$. Therefore
$$P=r^s\left[1+O(r)\right]. \tag{25}$$

Let $P_1$ be this solution and $P_2$ an independent one. In (23) the coefficient of $D$ is $rm$, so $W=P_1D_2-P_2D_1$ obeys $W'=mW$ and tends to a nonzero constant $W_0$. Then $(P_2/P_1)'=W/(rP_1^2)\approx W_0r^{-2s-1}$. Integration gives $P_2\approx-W_0r^{-s}/(2s)$, the solution that the norm excludes for $s\ge\tfrac12$.

If $\kappa$ is kept in (22), the same steps apply with $s^2$ replaced by $\gamma^2$. This confirms the Dirac exponents at the same level.

### The mean square is not the square of the mean

Equations (18) and (20) say that $s^2=\langle\gamma^2\rangle$. The exponent $s$ itself is the root mean square of the Dirac exponents, and
$$s^2-\langle\gamma\rangle^2=\langle(\gamma-\langle\gamma\rangle)^2\rangle\ge0 .$$
This inequality needs both values of $\gamma$ to be real, which for $l\ge1$ means $\zeta\le l$. The two values then differ, so $s$ exceeds the mean exponent.

### Example: the tungsten nucleus

Tungsten enters through its charge $Z=74$. With $c=137.036$, $\zeta=0.540004$ and $\zeta^2=0.291604$. For $l=1$,
$$s=\sqrt{3-0.291604}=1.64572 .$$
The Dirac exponents are $\sqrt{4-0.291604}=1.92572$ for $p_{3/2}$ and $\sqrt{1-0.291604}=0.84166$ for $p_{1/2}$. There are four $p_{3/2}$ and two $p_{1/2}$ spin-orbitals, so the mean exponent is
$$\frac{4(1.92572)+2(0.84166)}{6}=1.56437 .$$

| $l$ | $\langle\kappa^2\rangle$ | $s$ | mean $\gamma$ |
|---|---|---|---|
| 0 | 1 | 0.84166 | 0.84166 |
| 1 | 3 | 1.64572 | 1.56437 |
| 2 | 7 | 2.59006 | 2.54089 |
| 3 | 13 | 3.56488 | 3.52950 |

The numerical check integrates both the Dirac pair and the scalar equation outward from starting data that do not contain the exponents, and it recovers these values. An exponentially screened nuclear potential gives the same $s$. The electrostatic potential of other electrons meets the conditions on $w$ and likewise leaves $s$ unchanged. A local exchange potential proportional to the cube root of the electron density does not meet them: the $l=0$ density diverges at a point nucleus as $r^{2s-2}$, so this potential is unbounded there, and the proof above does not cover it as stated. The singularity $r^{(2s-2)/3}$, with the $l=0$ value of $s$, is weaker than $1/r$, so the leading equation (21) and the exponent are unchanged. What is lost is the size of the correction in (25), which becomes $O(r^{1+(2s-2)/3})$, about $r^{0.89}$ for tungsten.

For the $p$ shell the single scalar function differs in kind from one of the two functions it replaces. The Dirac $p_{1/2}$ function has $R\sim r^{-0.158}$, which diverges at the nucleus. The scalar function has $R\sim r^{0.646}$ and vanishes there. Quantities that depend on the $p_{1/2}$ amplitude close to a heavy nucleus are therefore outside the reach of the scalar function.

Now consider the one-electron tungsten ion with a point nucleus, leaving out QED and nuclear size. The scalar $1s$ energy is $-2973.4$ hartree ($-80.91$ keV), in agreement with the closed Dirac formula, as it must be for $l=0$. The scalar $2p$ energy is $-714.3$ hartree ($-19.44$ keV). It lies between the Dirac values $-758.7$ for $2p_{1/2}$ and $-697.5$ for $2p_{3/2}$. Their weighted mean is $[4(-697.5)+2(-758.7)]/6=-717.9$ hartree, about $3.6$ hartree below the scalar energy. Averaging the equation does not average its eigenvalues.

For the $2p$ state $b=2.01\times10^{-3}$ bohr. The local exponent $p(r)$ of the scalar function, beside the nonrelativistic $2-Zr/2$, is:

| $r$ (bohr) | scalar | nonrelativistic |
|---|---|---|
| $10^{-7}$ | 1.6457 | 2.0000 |
| $10^{-4}$ | 1.6496 | 1.9963 |
| $5\times10^{-4}$ | 1.6610 | 1.9815 |
| $2.01\times10^{-3}$ | 1.6667 | 1.9257 |
| $10^{-2}$ | 1.4614 | 1.6300 |

The initial rise follows from the coefficient $a_1$ of the first half:
$$a_1=\frac{0.6457/0.0020085-148\,(1-714.25/18779)}{4.2914}\approx\frac{321.5-142.4}{4.291}\approx41.7\ \text{bohr}^{-1}.$$
At $10^{-4}$ bohr this predicts $1.6457+0.0042=1.6499$, close to the integrated $1.6496$.

The exponent does not approach $2$ at any listed radius. A stretch with exponent near $l+1$ would need $b\ll r\ll1/Z$, so that the mass gradient has faded before the ordinary Coulomb terms bend the function. Here $Zb=0.15$, and these two lengths are too close for such a stretch to develop. Since $Zb\approx\zeta^2/2$, the condition also asks for small $\zeta$, which matters in a second way: the term $\zeta^2/r^2$ of (11) does not fade beyond $b$. With the mass gradient gone and the $1/r$ and energy terms left out, the exponent obeys $p(p-1)=l(l+1)-\zeta^2$, which gives $1.90$ and not $2$ for $l=1$ at $Z=74$.

The tungsten nucleus has a radius of about $1.3\times10^{-4}$ bohr (from the estimate $1.2\,A^{1/3}$ fm with $A=184$), roughly one sixteenth of $b$. Close to its centre, at distances small compared with that radius, the exponent returns to $l+1$. Outside it the solution generally contains some of the $r^{-s}$ part as well, so (2) is a statement about the point-nucleus model and not a measured slope.

### What each derivation assumes

Both derivations use the Dirac equation for a central potential, eliminate the small component before spin-orbit coupling is removed, and rely on the $-Z/r$ singularity of a point charge. Both need real $s>0$, and both need the norm, or for $s<\tfrac12$ a boundary condition, to discard $r^{-s}$.

The first derivation takes the scalar equation as given once the spin-orbit term has been deleted. The exponent is then a property of that differential equation, and the weights of the spin-orbitals serve to justify the deletion. It assumes a power series for $w$. In return it yields the next coefficient, written out in (13) for $w=0$, and with it the range of the power law. For small $\zeta$ this range is set by $b$ when $l\ge1$; for $l=0$ and $|E|\ll c^2$, (13) gives $a_1\approx-Z$, and the range is set by $1/Z$, or by $1/\sqrt{2|E|}$ if that length is shorter.

The second derivation assumes that one radial function serves the whole shell and that every spin-orbital counts equally. The weights are essential here: giving the two values of $\kappa$ equal weight for $l=1$ would yield $\langle\kappa^2\rangle=(4+1)/2=2.5$ instead of $3$. It asks less of the potential, namely bounded $w$ and $rw'$, but it gives the size of the correction as $O(r)$ without its coefficient. It also identifies what the number $l(l+1)+1$ stands for, and shows through the spread of the Dirac exponents that for $l\ge1$ one scalar function cannot follow both Dirac functions near the nucleus.

The two meet in the identity $\kappa^2=l(l+1)+1-(\kappa+1)$. Deleting $\kappa+1$ from the equation and averaging $\kappa^2$ over the shell are the same operation, because the equation for $P$ is linear in $\kappa$ at fixed $l$.

## Values computed for the example and the checks

```
Z = 74, c = 137.035999 a.u., Z/c = 0.540004, (Z/c)^2 = 0.291604
length Z/(2c^2) = 1.9703e-03 bohr
largest Z with s >= 1/2 for l=0: 118.68
exponents measured at r = 1e-10 bohr, E = -100 hartree
l=0: mean kappa^2 = 1.0000, s formula = 0.841662, s measured = 0.841662
     Dirac gamma: kappa=-1: 0.841662; mean gamma = 0.841662
l=1: mean kappa^2 = 3.0000, s formula = 1.645720, s measured = 1.645720
     Dirac gamma: kappa=-2: 1.925719, kappa=1: 0.841662; mean gamma = 1.564367
l=2: mean kappa^2 = 7.0000, s formula = 2.590057, s measured = 2.590057
     Dirac gamma: kappa=-3: 2.950999, kappa=2: 1.925720; mean gamma = 2.540887
l=3: mean kappa^2 = 13.0000, s formula = 3.564884, s measured = 3.564884
     Dirac gamma: kappa=-4: 3.963382, kappa=3: 2.950999; mean gamma = 3.529504
l=0: a1 formula = -84.731, measured = -84.731 1/bohr
l=1: a1 formula = 41.861, measured = 41.858 1/bohr
l=2: a1 formula = 106.414, measured = 106.409 1/bohr
c x 1000, l=1: Z/(2c^2) = 1.970e-09 bohr
  exponent at r = 1.970e-13 bohr: 1.73207
  exponent at r = 1.000e-05 bohr: 1.99953
uniform sphere, radius 1e-04 bohr, r = 1e-07 bohr:
  l=0: exponent = 1.000000
  l=1: exponent = 2.000000
  l=2: exponent = 3.000000
1s scalar: -2973.4006 hartree = -80.9104 keV
1s Dirac formula: -2973.4006 hartree
2p scalar: -714.2521 hartree = -19.4358 keV
2p1/2 Dirac: -758.6756 hartree, 2p3/2 Dirac: -697.4518 hartree
2p: b = Z/(2c^2+E) = 2.0085e-03 bohr
2p local exponent: r (bohr), r/b, scalar, nonrelativistic 2 - Zr/2
  1.000e-07  4.979e-05  1.64572  2.00000
  1.000e-05  4.979e-03  1.64614  1.99963
  1.000e-04  4.979e-02  1.64964  1.99630
  5.000e-04  2.489e-01  1.66097  1.98150
  2.008e-03  1.000e+00  1.66670  1.92569
  5.000e-03  2.489e+00  1.61069  1.81500
  1.000e-02  4.979e+00  1.46136  1.63000
```
